# Sawtooth thermopower of a Coulomb-blockade island and its cotunnelling cut-off

A metallic island with total capacitance $C$ is connected to leads L and R by tunnel junctions of conductance $G_L$ and $G_R$, both much smaller than $e^2/h$. Its level spacing is negligible. With $n$ excess electrons and gate charge $n_g$ (in units of $e>0$) the charging energy is
$$U_n=u(n-n_g)^2,\qquad u=\frac{e^2}{2C},\qquad \Delta_n=U_{n+1}-U_n=u(2n+1-2n_g).$$
In the valley $|n_g|<1/2$ the ground state is $n=0$. Adding an electron costs $E_+=\Delta_0=u(1-2n_g)$ and removing one costs $E_-=-\Delta_{-1}=u(1+2n_g)$.

The leads have temperatures $T+\delta_L$, $T+\delta_R$ and chemical potentials $\mu_L,\mu_R$; the island electrons have temperature $T+\delta_I$. All these deviations are small. Single-particle energies are measured from the common equilibrium chemical potential, with the charging energy counted separately. Tunnelling amplitudes and densities of states are taken as independent of energy. The thermopower is
$$S=-\left.\frac{V_L-V_R}{T_L-T_R}\right|_{I=0},\qquad \mu_L-\mu_R=-e(V_L-V_R).$$
Write $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$ and $N(\Delta)=1/(e^{\Delta/kT}-1)$.

## (a) One junction

**Find the equilibrium rate at which electrons enter the island when this costs $\Delta$, the mean energy they carry, and the net flow caused by small temperature differences.**

An electron leaves a lead state $\varepsilon$ and enters an island state $\eta=\varepsilon-\Delta$. The golden rule gives
$$\Gamma=\frac{G}{e^2}\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon-\Delta)].$$
Putting both sides over a common denominator verifies that
$$f(\varepsilon)[1-f(\varepsilon-\Delta)]=N(\Delta)[f(\varepsilon-\Delta)-f(\varepsilon)].$$
The bracket on the right integrates to $\Delta$, the shift between the two steps. Hence $\Gamma=(G/e^2)\,\Delta N(\Delta)$.

Now replace $\varepsilon$ by $\Delta-\varepsilon$. Since $f(-x)=1-f(x)$, the two factors of the integrand change places and their product is unchanged. The distribution of $\varepsilon$ is therefore symmetric about $\Delta/2$:
$$\langle\varepsilon\rangle=\frac{\Delta}{2},\qquad \langle\eta\rangle=-\frac{\Delta}{2}.$$
The lead supplies half of the charging cost on average, and the island electrons supply the other half.

For lead $l$, the ratio of entering to leaving rates at fixed $\varepsilon$ is $\exp[-(\varepsilon-\mu_l)/kT_l+\eta/kT_I]$. Its logarithm changes to first order by
$$\frac{\mu_l}{kT}+\frac{\varepsilon\,\delta_l-\eta\,\delta_I}{kT^2}.$$
Opposite flows that balance in equilibrium acquire a difference equal to the equilibrium flow times the change in the logarithm of their ratio. Let $P_n$ be the equilibrium probability of $n$, and $x_n$ the first-order change of $\ln(P_{n+1}/P_n)$. Averaging over $\varepsilon$ gives the net flow into the island through junction $l$ on the link $n\leftrightarrow n+1$:
$$J_{l,n}=\frac{G_l}{e^2}P_n\Delta_nN(\Delta_n)\,(A_{l,n}-x_n),\qquad A_{l,n}=\frac{\mu_l}{kT}+\frac{\Delta_n(\delta_l+\delta_I)}{2kT^2}.$$

## (b) The whole island

**Find the sequential conductance and thermopower. Does the island temperature matter?**

The charge states form a chain. In a steady state no net probability flows across any link, so $J_{L,n}+J_{R,n}=0$ for each $n$. This gives
$$x_n=\frac{G_LA_{L,n}+G_RA_{R,n}}{G_L+G_R},\qquad A_{L,n}-x_n=\frac{G_R(A_{L,n}-A_{R,n})}{G_L+G_R}.$$
With $G_s=G_LG_R/(G_L+G_R)$ and $w_n=P_n\Delta_nN(\Delta_n)/kT$, the electron flow from left to right is
$$J=\frac{G_s}{e^2}\sum_n w_n\left[\mu_L-\mu_R+\frac{\Delta_n}{2T}(T_L-T_R)\right].$$
The island temperature has cancelled because it acts equally at both junctions. Since $I=-eJ$ and $\mu_L-\mu_R=-e(V_L-V_R)$, the conductance is $G_{\rm seq}=G_s\sum_nw_n$. Setting $J=0$ gives $V_L-V_R=\langle\Delta\rangle(T_L-T_R)/(2eT)$, so
$$S_{\rm seq}=-\frac{\langle\Delta\rangle}{2eT},\qquad \langle\Delta\rangle=\frac{\sum_nw_n\Delta_n}{\sum_nw_n}.$$

A master equation with numerically integrated rates tests this for $u=3kT$, $n_g=0.2$, $G_R=3G_L$. With the left lead heated, it gives $S=-0.44798\,k/e$ both for a cold island and for one heated with the lead. The formula gives the same value.

## (c) The low-temperature shape

**Find $S_{\rm seq}(n_g)$ for $kT\ll u$, and the leading rounding of its extremum.**

For $\Delta_n>0$ the weight $w_n$ contains $e^{-U_{n+1}/kT}$; for $\Delta_n<0$ it contains $e^{-U_n/kT}$. The activation energy is thus the higher of the two charging energies on the link, measured from the ground-state charging energy. For $0<n_g<1$ it is lowest on the link $0\leftrightarrow1$, so
$$S_{\rm seq}\simeq-\frac{u(1-2n_g)}{2eT}=-\frac{e}{4CT}(1-2n_g).$$
This runs linearly from $-e/(4CT)$ to $+e/(4CT)$, crosses zero at the conductance peak $n_g=1/2$, and jumps back at integer $n_g$, where another link takes over. The amplitude $e/(4CT)$ is half the peak-to-peak height.

Near $n_g=0$ two links compete. Put $d=2un_g$, so that $E_\pm=u\mp d$. Their weights are proportional to $E_+e^{-E_+/kT}$ (with $\Delta=E_+$) and $E_-e^{-E_-/kT}$ (with $\Delta=-E_-$). Dropping the slowly varying ratio $E_+/E_-$ of the prefactors,
$$\langle\Delta\rangle\simeq\frac{(u-d)e^{d/kT}-(u+d)e^{-d/kT}}{e^{d/kT}+e^{-d/kT}}=u\tanh\frac{d}{kT}-d.$$
The derivative vanishes at $\cosh^2(d/kT)=u/kT$, where $\tanh(d/kT)=\sqrt{1-kT/u}$. Hence
$$|S_{\rm seq}|_{\max}\simeq\frac{1}{2eT}\left[u\sqrt{1-\frac{kT}{u}}-kT\,\mathrm{arcosh}\sqrt{\frac{u}{kT}}\right].$$
The relative reduction vanishes as $kT/u\to0$, and $e/(4CT)$ is the limiting amplitude.

Take $C=0.5$ fF, $T=0.08$ K and $G_L=G_R=2$ µS. Then $u/kT=23.24$ and $k/2e=43.09$ µV/K, so
$$\frac{e}{4CT}=\frac{k}{2e}\frac{u}{kT}=43.09\times23.24=1001\ \text{µV/K}.$$
The estimate for the rounded maximum is $43.09\,(22.74-2.26)=882$ µV/K; the full sum over links gives 878 µV/K.

## (d) Cotunnelling

**In a valley, an electron can enter from L while another leaves to R, with the extra charge present only virtually. Find the conductance and thermopower of this process.**

Let the first electron go from $\varepsilon_1$ in L to $\varepsilon_2$ on the island, and the second from $\varepsilon_3$ on the island to $\varepsilon_4$ in R. Energy conservation gives $\omega=\varepsilon_1-\varepsilon_2=\varepsilon_4-\varepsilon_3$. If the first electron moves first, the intermediate state lies $E_+-\omega$ above the initial one; in the other order it lies $E_-+\omega$ above. The operators $c_2^\dagger c_1$ and $c_4^\dagger c_3$ act on different states and commute, so the amplitudes add with equal sign:
$$M=-t_Lt_RA(\omega),\qquad A(\omega)=\frac1{E_+-\omega}+\frac1{E_-+\omega}.$$

The rate in (a) implies $t_l^2\nu_l\nu_I=\hbar G_l/(2\pi e^2)$, where $\nu$ denotes a density of states. The equilibrium rate, with $P_0\simeq1$, is then
$$W=\frac{2\pi}{\hbar}\,\frac{\hbar G_L}{2\pi e^2}\,\frac{\hbar G_R}{2\pi e^2}\int d\omega\,h(\omega)A^2(\omega).$$
Here $h$ is the product of two integrals from (a), with $\Delta=\omega$ and $\Delta=-\omega$:
$$h(\omega)=\frac{\omega}{e^{\omega/kT}-1}\,\frac{\omega}{1-e^{-\omega/kT}}=\frac{\omega^2}{4\sinh^2(\omega/2kT)}.$$

The logarithm of the forward-to-backward ratio changes by
$$\frac{\mu_L-\mu_R}{kT}+\frac{\varepsilon_1\delta_L-\varepsilon_4\delta_R+(\varepsilon_3-\varepsilon_2)\delta_I}{kT^2}.$$
At fixed $\omega$, the symmetry in (a) gives $\langle\varepsilon_1\rangle=\langle\varepsilon_4\rangle=\omega/2$ and $\langle\varepsilon_2\rangle=\langle\varepsilon_3\rangle=-\omega/2$. The island temperature cancels again, and
$$G_{\rm co}=\frac{e^2W}{kT}=\frac{\hbar G_LG_R}{2\pi e^2kT}\int d\omega\,hA^2,\qquad S_{\rm co}=-\frac{\langle\omega\rangle}{2eT},$$
where $\langle\omega\rangle$ is weighted with $hA^2$.

This is inelastic cotunnelling, which leaves an electron–hole pair on the island. Elastic cotunnelling uses one island level of spacing $\delta$ for both steps. It has a relative phase space of order $\delta/u$, against $(kT/u)^2$ here, so its neglect requires $\delta u\ll(kT)^2$.

## (e) The poles and the low-temperature limit

**$A^2$ has double poles at $\omega=E_+$ and $\omega=-E_-$. What do they mean, and what remains for $kT\ll E_\pm$?**

At $\omega=E_+$ the intermediate state is real and has a finite lifetime. Its decay width is
$$\gamma=\frac{\hbar(G_L+G_R)}{e^2}\,\frac{E_+}{1-e^{-E_+/kT}}.$$
For small $\gamma$,
$$\frac1{(E_+-\omega)^2+\gamma^2/4}\to\frac{2\pi}{\gamma}\,\delta(\omega-E_+)+\text{finite part}.$$
The delta function contributes to $W$
$$\frac{\hbar G_LG_R}{2\pi e^4}\,\frac{2\pi}{\gamma}\,h(E_+)=\frac{G_s}{e^2}E_+N(E_+),$$
because one factor of $h(E_+)$ cancels the energy factor in $\gamma$. This is the sequential rate already counted in (b), and $\omega=E_+$ gives its thermopower $-E_+/(2eT)$. The pole at $-E_-$ is the corresponding hole process. Both must be removed, leaving the finite part as cotunnelling.

As a test, take $E_+=6kT$ and $\hbar G_l/e^2=10^{-3}$ for each junction. In units of $kT$, the broadened integral of $h/(E_+-\omega)^2$ minus its delta-function part is 0.2278, and the finite part is 0.2281.

For $kT\ll E_\pm$, expand around $\omega=0$:
$$A^2\simeq A_0^2+2A_0A_1\omega,\qquad A_0=\frac1{E_+}+\frac1{E_-},\qquad A_1=\frac1{E_+^2}-\frac1{E_-^2}=A_0\left(\frac1{E_+}-\frac1{E_-}\right).$$
With $x=\omega/kT$, integration by parts gives
$$\int_{-\infty}^{\infty}\frac{x^2dx}{4\sinh^2(x/2)}=4\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{2\pi^2}{3},$$
$$\int_{-\infty}^{\infty}\frac{x^4dx}{4\sinh^2(x/2)}=8\int_0^\infty\frac{x^3dx}{e^x-1}=\frac{8\pi^4}{15}.$$
Their ratio is $4\pi^2/5$. Because $h$ is even, $\langle\omega\rangle=2(A_1/A_0)(4\pi^2/5)(kT)^2$, and
$$G_{\rm co}\simeq\frac{\pi\hbar}{3e^2}G_LG_R(kT)^2\left(\frac1{E_+}+\frac1{E_-}\right)^2,$$
$$S_{\rm co}\simeq-\frac{4\pi^2}{5}\,\frac ke\,kT\left(\frac1{E_+}-\frac1{E_-}\right).$$

A sequential carrier must be supplied with the charging energy. A cotunnelling electron exchanges only an energy of order $kT$, and the two signs of $\omega$ nearly cancel. Hence $S_{\rm co}$ is proportional to $T$, while the ideal sawtooth is proportional to $1/T$. At $n_g=0$ the two signs cancel fully.

At $n_g=0.10$ the leading formula gives $-12.2$ µV/K and the finite-part integral $-14.7$ µV/K. The difference shows the size of higher orders in $kT/E_\pm$.

## (f) The cut-off

**Combine the two mechanisms. Where does cotunnelling take over, and what sets the largest $|S|$?**

The two currents add, so the condition of zero total current gives
$$S=\frac{G_{\rm seq}S_{\rm seq}+G_{\rm co}S_{\rm co}}{G_{\rm seq}+G_{\rm co}}.$$
On the flank of a peak, where $kT\ll E_+\ll E_-$, put $y=E_+/kT$ and $a=\hbar(G_L+G_R)/e^2$. Then $G_{\rm seq}\simeq G_sye^{-y}$. Since $G_LG_R=G_s(G_L+G_R)$, also $G_{\rm co}\simeq G_s\pi a/(3y^2)$. They are equal when
$$y=\ln\frac{3y^3}{\pi a}.$$
Farther from the peak the activated current is exponentially smaller, and $S$ leaves the sawtooth for $S_{\rm co}$. The largest $|S|$ is therefore of order $(k/2e)y$: it depends logarithmically on the conductances and no longer grows as $u/kT$.

In the example $a=0.0164$. The estimate gives $y=11.35$; keeping $1/E_-$ lowers it to 10.64, and the finite-part integral gives 10.35. Across the valley:

| $n_g$ | $E_+/kT$ | $G_{\rm seq}$ (nS) | $G_{\rm co}$ (nS) | $S_{\rm seq}$ (µV/K) | $S$ (µV/K) |
|---|---|---|---|---|---|
| 0.05 | 20.9 | 0.000017 | 0.135 | −878 | −7 |
| 0.15 | 16.3 | 0.0014 | 0.164 | −701 | −30 |
| 0.25 | 11.6 | 0.104 | 0.268 | −501 | −180 |
| 0.30 | 9.3 | 0.853 | 0.409 | −401 | −293 |
| 0.35 | 7.0 | 6.54 | 0.667 | −300 | −277 |

At $n_g=0.25$, for example, with $S_{\rm co}=-55.5$ µV/K,
$$S=-\frac{0.104\times501+0.268\times55.5}{0.104+0.268}\simeq-180\ \text{µV/K}.$$
The maximum is $|S|\simeq301$ µV/K at $E_+=8.6kT$, or 0.30 of $e/(4CT)$. It lies closer to the peak than the crossover because an admixture of cotunnelling already lowers the average.

In this model $S$ depends on $u/kT$, $a$ and $n_g$. Doubling $u$ at fixed $T$ and $a$ is thus equivalent to halving $T$ at fixed $C$ and $a$. It doubles $e/(4CT)$ but raises the maximum only to 311 µV/K. With $u$ kept at this doubled value, dividing both conductances by 100 raises the maximum to 545 µV/K. The increase of 234 µV/K is comparable with $(k/2e)\ln100=198$ µV/K; the $y^3$ inside the logarithm also favours an increase.

The opposite limit is a nearly complete sawtooth. It is assured when sequential transport wins even at the valley centre, where two links give $G_{\rm seq}\simeq2G_sye^{-y}$ with $y=u/kT$, and $A_0=2/u$. The condition is $a\ll(3y^3/2\pi)e^{-y}$, about $5\times10^{-7}$ for the original $u/kT$. At $a=5\times10^{-7}$ the maximum is 789 µV/K, against 878 µV/K without cotunnelling. The example exceeds this value of $a$ by more than four orders of magnitude.

Two limits affect the accuracy. First, the low-temperature cotunnelling formulas lose accuracy towards a peak. For $E_+$ below about $3kT$ the finite part of $G_{\rm co}$ even turns negative, so there it is a small correction to $G_{\rm seq}$ and no longer a separate channel. At $n_g=0.35$ the finite part gives $S_{\rm co}=-44$ µV/K, while the leading formula gives $-80$. The leading formula for $G_{\rm co}$ also gives 0.49 nS instead of 0.667 nS. Cotunnelling carries less than a tenth of the conductance there, so using both leading formulas changes $S$ by only about 8 µV/K. Second, virtual tunnelling shifts $E_\pm$. For $kT\ll E_+$, second-order perturbation theory for the states $n=0$ and $n=1$ gives $\delta E_+\simeq-(a/2\pi)[\Delta_1\ln\Delta_1-2E_+\ln E_+-E_-\ln E_-]$; the unit of energy in the logarithms drops out because $\Delta_1=2E_++E_-$. At the maximum this is $-0.12kT$. At fixed $n_g$ it raises the activated conductance by a factor of about 1.1 and lowers $|S_{\rm seq}|$ by $0.12k/2e\simeq5$ µV/K. The height of the maximum is much less sensitive: it is reached at a nearly fixed $E_+/kT$, so the shift mainly moves its position in $n_g$. Since other corrections of higher order in $a$ are also left out, the maximum is best read as about 300 µV/K.

A conductance of 2 µS means 500 kΩ per junction, well above $h/e^2\simeq26$ kΩ, as the model requires. If the metal superconducts, it must be driven normal for the model to apply. Real measurements use a finite temperature difference, and linear response is assured for $y\,\delta T/T\ll1$, or $\delta T\ll9$ mK at the maximum. A 1 mK difference would then give about 0.3 µV in the model. If $u$ is inferred from a measured activation energy, part of the shift estimated above is already included.

The full set of values is in the numerical output.

## Computed results

```
capacitance C = 0.50 fF, temperature T = 0.080 K
G_L = 2.00 uS, G_R = 2.00 uS, G_s = 1.00 uS
u = e^2/2C = 160.22 ueV; u/kT = 23.241
kT = 6.894 ueV; k/2e = 43.087 uV/K
a = hbar(G_L+G_R)/e^2 = 0.01643; a*u/kT = 0.382
ideal sawtooth amplitude e/(4CT) = 1001.4 uV/K
rounded sequential maximum |S| = 878.1 uV/K
closed estimate of that maximum = 882.4 uV/K
columns: n_g, Ep/kT, Em/kT, G_seq (nS), G_co (nS),
         S_seq, S_co, S_total (uV/K)
0.05  20.92  25.56 1.744e-05 1.345e-01  -878.05   -6.95    -7.07
0.10  18.59  27.89 1.566e-04 1.443e-01  -800.81  -14.69   -15.54
0.15  16.27  30.21 1.400e-03 1.636e-01  -700.95  -24.38   -30.12
0.20  13.94  32.54 1.226e-02 1.991e-01  -600.82  -37.79   -70.45
0.25  11.62  34.86 1.044e-01 2.677e-01  -500.68  -55.48  -180.37
0.30   9.30  37.18 8.531e-01 4.088e-01  -400.54  -67.94  -292.79
0.35   6.97  39.51 6.537e+00 6.672e-01  -300.41  -44.32  -276.69
leading formulas at n_g=0.10: S_co = -12.20 uV/K, G_co = 1.383e-01 nS
G_seq = G_co at Ep/kT = 10.35
leading-order crossover with Em kept: Ep/kT = 10.64
logarithmic estimate without Em: Ep/kT = 11.35
maximum total |S| = 300.6 uV/K at Ep/kT = 8.55
ratio to e/(4CT) = 0.300
u doubled: e/(4CT) = 2002.7 uV/K, maximum total |S| = 311.4 uV/K at Ep/kT = 8.82
u doubled, G_L and G_R / 100: maximum total |S| = 544.9 uV/K at Ep/kT = 13.87
master equation test: S = -0.447984 k/e (island cold), -0.447984 k/e (island hot)
formula for the same case: S = -0.447984 k/e
pole test: broadened remainder 0.22775, finite part 0.22809 (units of kT)
```
